# Is the Pauli potential equal to tau_P divided by n?

## Question

I am learning orbital-free density functional theory. The non-interacting kinetic energy is split as \(T_s=T_W+T_P\), where \(T_W\) is the von Weizsäcker term and \(T_P\) is the Pauli term. With \(\tau_P\) the density of Pauli kinetic energy, I can write

\[
T_P=\int n(\mathbf r)\,\frac{\tau_P(\mathbf r)}{n(\mathbf r)}\,d^3r .
\]

This looks just like the energy \(\int n\,v_{\rm ext}\,d^3r\) in an external potential, so I concluded that the Pauli potential is \(v_P=\tau_P/n\). For the uniform electron gas that gives \(\tfrac{3}{10}k_F^2\). But when I differentiate the kinetic energy of the uniform gas with respect to density I get a different number. Which one is the Pauli potential, what accounts for the difference, and does it matter, given that a constant potential does not change a density?

## Answer

The derivative is the Pauli potential. The quantity \(\tau_P/n\) is the Pauli kinetic energy per electron, which is one part of the potential. The analogy with \(\int n\,v_{\rm ext}\) breaks down because \(v_{\rm ext}\) is given independently of \(n\), whereas \(\tau_P/n\) changes when the density changes.

### Definitions and the product rule

I use atomic units in the algebra and a spin-unpolarized system. The orbitals \(\phi_i\) are normalized, with occupations \(f_i\) (2 for a filled spatial orbital), and

\[
n=\sum_i f_i|\phi_i|^2,\qquad
\tau_s=\tfrac12\sum_i f_i|\nabla\phi_i|^2,\qquad
\tau_W=\frac{|\nabla n|^2}{8n},\qquad
\tau_P=\tau_s-\tau_W .
\]

The integrals of these kinetic-energy densities are \(T_s\), \(T_W\) and \(T_P\). The Pauli potential is defined by the first-order change of \(T_P\):

\[
\delta T_P=\int v_P(\mathbf r)\,\delta n(\mathbf r)\,d^3r .
\]

Put \(t_P=\tau_P/n\), so that \(T_P=\int n\,t_P\,d^3r\). Both factors vary, and therefore

\[
v_P(\mathbf r)=t_P(\mathbf r)+\int n(\mathbf r')\,
\frac{\delta t_P(\mathbf r')}{\delta n(\mathbf r)}\,d^3r' .
\]

The second term is called the response term: it records how the energy per electron everywhere responds to density added at \(\mathbf r\). Your identification drops it.

### The uniform gas

Each wave vector inside the Fermi sphere holds two electrons, so

\[
n=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},
\qquad
\tau_s=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{k^2}{2}
=\frac{1}{2\pi^2}\int_0^{k_F}k^4\,dk=\frac{k_F^5}{10\pi^2}.
\]

The density has no gradient, so \(\tau_W=0\) and \(\tau_P=\tau_s\). Division gives your value, \(\tau_P/n=\tfrac{3}{10}k_F^2\).

For the potential, note that \(v_P\) is a constant by translational symmetry. Its value follows from a uniform change \(\delta n\) in a volume \(V\): the definition gives \(\delta T_P=v_PV\,\delta n\), while \(T_P=V\tau_P(n)\). Hence \(v_P=d\tau_P/dn\). Since \(k_F\propto n^{1/3}\), we have \(\tau_P\propto n^{5/3}\), and

\[
v_P=\frac{d\tau_P}{dn}=\frac53\,\frac{\tau_P}{n}
=\frac53\cdot\frac{3}{10}k_F^2=\frac{k_F^2}{2}.
\]

The response term is found separately from \(t_P\propto n^{2/3}\):

\[
n\frac{dt_P}{dn}=\frac23\,t_P=\frac{k_F^2}{5},
\qquad
\frac{3}{10}k_F^2+\frac15k_F^2=\frac12k_F^2 .
\]

There is a direct physical reading. An electron added at fixed volume must go in at the Fermi level, where the kinetic energy is \(k_F^2/2\). The average electron has \(\tfrac{3}{10}k_F^2\). The response term is the difference between the two.

### The general formula

The same reading survives in an inhomogeneous system. Let the orbitals be those of a local potential \(v_s\),

\[
\left(-\tfrac12\nabla^2+v_s\right)\phi_i=\varepsilon_i\phi_i ,
\]

with the lowest levels filled. I assume that \(n>0\) and that \(T_s\) is differentiable at this density.

*The derivative of \(T_s\).* \(T_s[n]\) is the lowest kinetic energy of non-interacting electrons with density \(n\). The ground-state density therefore minimizes \(T_s[n]+\int v_sn\,d^3r\) at fixed electron number. With a Lagrange multiplier \(\mu\) for that constraint,

\[
\frac{\delta T_s}{\delta n}=\mu-v_s .
\]

*The derivative of \(T_W\).* With \(\chi=\sqrt n\) we have \(\nabla\chi=\nabla n/(2\sqrt n)\), so \(T_W=\tfrac12\int|\nabla\chi|^2d^3r\). Vary \(\chi\), integrate by parts (the boundary term vanishes for a decaying or a periodic density), and use \(\delta\chi=\delta n/(2\chi)\):

\[
\delta T_W=-\int(\nabla^2\chi)\,\delta\chi\,d^3r
\quad\Rightarrow\quad
\frac{\delta T_W}{\delta n}=-\frac{\nabla^2\sqrt n}{2\sqrt n}.
\]

Differentiating \(\nabla\chi\) once more gives \(\nabla^2\sqrt n=\nabla^2n/(2\sqrt n)-|\nabla n|^2/(4n^{3/2})\), and so

\[
\frac{\delta T_W}{\delta n}=\frac{|\nabla n|^2}{8n^2}-\frac{\nabla^2n}{4n}
=\frac{\tau_W}{n}-\frac{\nabla^2n}{4n}.
\]

*The orbital equations.* From \(\nabla^2|\phi_i|^2=2\,{\rm Re}(\phi_i^*\nabla^2\phi_i)+2|\nabla\phi_i|^2\) it follows that

\[
-\tfrac12{\rm Re}(\phi_i^*\nabla^2\phi_i)=\tfrac12|\nabla\phi_i|^2-\tfrac14\nabla^2|\phi_i|^2 .
\]

Multiply each orbital equation by \(f_i\phi_i^*\), take the real part and sum:

\[
\tau_s-\tfrac14\nabla^2n+v_sn=\sum_i f_i\varepsilon_i|\phi_i|^2 .
\]

*Elimination of \(v_s\).* Subtracting the two derivatives gives \(v_P=\mu-v_s-\delta T_W/\delta n\). Insert \(v_s\) from the last equation:

\[
v_P=\mu-\left[\frac1n\sum_i f_i\varepsilon_i|\phi_i|^2-\frac{\tau_s}{n}+\frac{\nabla^2n}{4n}\right]
-\frac{\tau_W}{n}+\frac{\nabla^2n}{4n}.
\]

The Laplacians cancel. Writing \(\mu=\mu\sum_if_i|\phi_i|^2/n\) leaves

\[
v_P=\frac{\tau_P}{n}+\frac1n\sum_i f_i(\mu-\varepsilon_i)|\phi_i|^2 .
\]

In the uniform gas all \(|\phi_i|^2\) are equal, so the second term is the average of \(\mu-\varepsilon_i\). With \(\mu=k_F^2/2\) this is \(\tfrac12k_F^2-\tfrac{3}{10}k_F^2=\tfrac15k_F^2\), as before.

### The constant

At fixed electron number \(\int\delta n\,d^3r=0\), so adding a constant to \(v_P\) changes nothing in its definition. To fix \(\mu\), the electron number has to vary. Keep \(v_s\) fixed and remove a small fraction \(\eta\) of an electron from the highest occupied orbital \(\phi_M\). Then \(\delta n=-\eta|\phi_M|^2\). The kinetic energy of that orbital is \(\varepsilon_M-\int v_s|\phi_M|^2d^3r\), so

\[
\delta T_s=-\eta\left(\varepsilon_M-\int v_s|\phi_M|^2d^3r\right)
=\int(\varepsilon_M-v_s)\,\delta n\,d^3r .
\]

Comparison with \(\delta T_s/\delta n=\mu-v_s\) gives \(\mu=\varepsilon_M\). This is the derivative from the electron-removal side. Adding a fraction to the lowest empty orbital gives, by the same argument, the energy of that orbital instead. In a finite system with a gap the two choices of \(v_P\) differ by the gap. In the infinite uniform gas both levels merge into the Fermi energy.

With \(\mu=\varepsilon_M\) neither term is negative. The response term has \(\varepsilon_M\ge\varepsilon_i\). For the first term, \(\partial_\alpha n=2\,{\rm Re}\sum_if_i\phi_i^*\partial_\alpha\phi_i\) for each Cartesian direction \(\alpha\), and the Cauchy-Schwarz inequality gives

\[
|\nabla n|^2\le4\,n\sum_if_i|\nabla\phi_i|^2=8n\,\tau_s ,
\]

which is \(\tau_W\le\tau_s\). If one spatial orbital holds all the electrons, it can be chosen real, so \(\tau_s=\tau_W\). The response term vanishes too, and \(v_P=0\).

### Does the missing term matter?

For a strictly uniform gas at fixed electron number, a constant error in \(v_P\) leaves the density alone, as you say. But the missing term depends on the density, so it matters as soon as the density may vary. In orbital-free theory \(v_P\) enters through

\[
\left(-\tfrac12\nabla^2+v_s+v_P\right)\sqrt n=\mu\sqrt n ,
\]

which is the relation \(\delta T_W/\delta n+v_P+v_s=\mu\) multiplied by \(\sqrt n\).

Take a potential \(v_s\) that varies slowly. To leading order the gradient term drops out and \(v_P\) takes its uniform-gas value at the local density:

\[
\tfrac12k_F^2(\mathbf r)=\mu-v_s(\mathbf r).
\]

With \(\tau_P/n\) in place of \(v_P\), the same \(\mu-v_s\) would give a wave vector \(\tilde k_F\) with \(\tfrac{3}{10}\tilde k_F^2=\tfrac12k_F^2\). Then \(\tilde k_F^2=\tfrac53k_F^2\), and the density is too large by the factor \((5/3)^{3/2}\approx2.15\).

At fixed electron number \(\mu\) would readjust, but the response to a weak modulation would still be wrong. A modulation with zero average leaves \(\mu\) unchanged to first order, so \((dv_P/dn)\,\delta n=-\delta v_s\). Because \(k_F^2\propto n^{2/3}\),

\[
\frac{dv_P}{dn}=\frac23\cdot\frac{k_F^2}{2n}=\frac{k_F^2}{3n}
\quad\Rightarrow\quad
\frac{\delta n}{\delta v_s}=-\frac{3n}{k_F^2}=-\frac{k_F}{\pi^2}.
\]

With \(\tau_P/n\) the slope is \(\tfrac23\cdot\tfrac{3}{10}k_F^2/n=k_F^2/(5n)\). The response becomes \(-5n/k_F^2\), too large in size by \(5/3\).

Perturbation theory decides between them without any density functional. Let \(\delta v_s=2a\cos(\mathbf q\cdot\mathbf r)\). To first order, each plane wave \(\mathbf k\) acquires admixtures \(a/(\varepsilon_k-\varepsilon_{\mathbf k\pm\mathbf q})\) of its neighbours \(\mathbf k\pm\mathbf q\). Adding up the changes of \(|\phi_{\mathbf k}|^2\), with a factor 2 for spin, gives

\[
\frac{\delta n}{\delta v_s}=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}
\sum_{\pm}\frac{1}{\varepsilon_k-\varepsilon_{\mathbf k\pm\mathbf q}} .
\]

The two signs contribute equally, as \(\mathbf k\to-\mathbf k\) shows. With \(u\) the cosine of the angle between \(\mathbf k\) and \(\mathbf q\), the denominator is \(-(kqu+q^2/2)\). The integral over \(u\) is a principal value, because terms that link two occupied states cancel in pairs. The result is

\[
\frac{\delta n}{\delta v_s}=-\frac{1}{\pi^2q}\int_0^{k_F}k\,
\ln\left|\frac{k+q/2}{k-q/2}\right|dk .
\]

For \(k\gg q\) the logarithm tends to \(q/k\), and the region \(k\sim q\) contributes a part that vanishes with \(q\). The limit \(q\to0\) is \(-k_F/\pi^2\), the value obtained from \(v_P=k_F^2/2\).

### Numbers for a uniform gas

Take \(n=0.1\) Å⁻³. Then \(k_F=(3\pi^2\times0.1)^{1/3}=1.436\) Å⁻¹. In atomic units \(k_F^2/2\) is 0.2887 hartree, or 7.856 eV. The two parts are

\[
\frac{\tau_P}{n}=\frac35\times7.856=4.714\ \text{eV},\qquad
\text{response}=\frac25\times7.856=3.142\ \text{eV}.
\]

Using \(\tau_P/n\) as the potential at the same \(\mu-v_s\) would give a density of \(2.152\times0.1=0.215\) Å⁻³.

For the long-wave response, \(k_F^2=2v_P=15.712\) eV, so the correct potential gives

\[
-\frac{3n}{k_F^2}=-\frac{0.3}{15.712}=-0.01909\ \text{eV}^{-1}\text{Å}^{-3},
\]

and \(\tau_P/n\) gives \(-0.5/15.712=-0.03182\) in the same unit. The perturbation integral, evaluated at \(q=0.05\,k_F\), also gives \(-0.01909\).

### An inhomogeneous example

One might hope to repair \(\tau_P/n\) by multiplying it by \(5/3\). That factor belongs to the three-dimensional uniform gas. To see what happens elsewhere, put six non-interacting electrons on a one-dimensional ring of length \(L=10\) Å, in the potential \(2\cos\theta+\sin2\theta\) eV with \(\theta=2\pi x/L\). The derivation above holds in one dimension with \(\nabla\to d/dx\). The occupied levels are \(-1.002\), \(1.215\) and \(2.219\) eV, so \(\mu=\varepsilon_M=2.219\) eV. At five points the terms, in eV, are:

| \(x\) (Å) | \(\tau_P/n\) | response | \(v_P\) |
|---|---|---|---|
| 0 | 0.557 | 0.179 | 0.736 |
| 2 | 0.704 | 0.633 | 1.336 |
| 4 | 1.893 | 2.733 | 4.625 |
| 6 | 1.304 | 1.614 | 2.918 |
| 8 | 0.850 | 0.959 | 1.809 |

Over these five points the ratio of \(v_P\) to \(\tau_P/n\) runs from \(0.736/0.557=1.32\) at \(x=0\) to \(4.625/1.893=2.44\) at \(x=4\) Å. This ratio depends on the choice \(\mu=\varepsilon_M\), which does not affect the density, so a fair test uses differences between points, where the constant cancels. From \(x=0\) to \(x=2\) Å, \(v_P\) changes by \(0.600\) and \(\tau_P/n\) by \(0.147\), a ratio of 4.1. From \(x=8\) to \(x=6\) Å the changes are \(1.109\) and \(0.454\), a ratio of 2.4. In an infinite uniform one-dimensional gas \(n\propto k_F\) and \(\tau_P\propto k_F^3\), so the ratio would be 3. Six electrons on this ring without a potential are a different case: two sit at energy 0 and four at the next level \(\varepsilon_1\), so \(\tau_P/n=\tfrac23\varepsilon_1\), \(v_P=\varepsilon_1\) with \(\mu=\varepsilon_M\), and the ratio is \(3/2\). No single factor, even with a constant added, turns \(\tau_P/n\) exactly into \(v_P\) on this ring. A factor near 3 is a rough approximation for differences: from \(x=0\) to \(x=4\) Å the ratio of the changes is \(3.889/1.336=2.9\).

Two finite-difference tests compare the candidates with the definition of \(v_P\). In the first, the electron number is fixed and a weak potential \(\lambda w\) is added, with \(w=\cos\theta+\tfrac12\cos(2\theta+0.4)\). The computed \(dT_P/d\lambda\) is 0.744. The integral \(\int v_P\,(dn/d\lambda)\,dx\) gives 0.744, while \(\tau_P/n\) in place of \(v_P\) gives 0.257. A constant added to the potential drops out of this test, so the failure of \(\tau_P/n\) cannot be blamed on the choice of constant.

In the second, a fraction of an electron is removed from the highest occupied orbital. The computed \(dT_P/dN\) is 1.697 eV. The integral \(\int v_P|\phi_M|^2dx\) gives 1.697 eV, which also confirms the choice \(\mu=\varepsilon_M\), while \(\tau_P/n\) gives 0.851 eV. The numerical check carries out these checks.

So keep \(\tau_P/n\) for the energy: its integral weighted with \(n\) is \(T_P\). In an equation that determines the density, use \(v_P\) with its response term. The reverse substitution fails as well: in the three-dimensional uniform gas \(\int n\,v_P\,d^3r\) is \(\tfrac53T_P\), not \(T_P\).

## Calculated quantities

```
UNIFORM GAS, plane-wave sums in a periodic box
electrons in the box: 1808178
tau_P/n divided by kF^2: 0.3000
mean of (e_M - e_i) divided by kF^2: 0.2003
n d(tau_P/n)/dn divided by kF^2: 0.2000
dT_P/dN divided by kF^2: 0.5000
UNIFORM GAS, worked example
density: 0.1000 angstrom^-3
kF: 1.4360 angstrom^-1
tau_P/n: 4.7136 eV
response term: 3.1424 eV
v_P: 7.8560 eV = 0.28870 hartree
density from tau_P/n at same mu-v_s: 0.2152 angstrom^-3
ratio to the correct density: 2.1517
q/kF in the perturbation sum: 0.050
dn/dv, perturbation sum: -0.019090 eV^-1 angstrom^-3
dn/dv, from v_P: -0.019094 eV^-1 angstrom^-3
dn/dv, from tau_P/n: -0.031823 eV^-1 angstrom^-3
RING with six electrons in 2 cos(theta) + sin(2 theta) eV
length: 10.00 angstrom
level 1: -1.0023 eV
level 2: 1.2153 eV
level 3: 2.2189 eV
level 4: 6.0713 eV
x (angstrom), n (1/angstrom), tau_P/n, response, v_P (eV)
0.0  0.3965  0.5568  0.1791  0.7359
2.0  0.4826  0.7035  0.6328  1.3363
4.0  0.8049  1.8928  2.7326  4.6253
6.0  0.6730  1.3040  1.6144  2.9184
8.0  0.6322  0.8498  0.9590  1.8088
largest gap, formula vs sqrt(n) route: 7.0e-12 eV
Change of T_P per unit probe potential at fixed N (eV per eV)
finite difference: 0.74394
from v_P: 0.74394
from tau_P/n alone: 0.25711
dT_P/dN on the electron-removal side
finite difference: 1.6966 eV
from v_P: 1.6966 eV
from tau_P/n alone: 0.8509 eV
```
